# Silicon-silicon bonds and trap density in silicon-rich nitride: a program that tests the result

```python
# Result under test: in SiNx with fourfold Si, threefold N, no N-N bonds and no
# hydrogen, the number of Si-Si bonds per Si atom is b = (4 - 3x)/2. At x = 1.2
# the resulting bond density is hundreds of times a trap density of 1e19 cm^-3.
# Symbols: x = N/Si atomic ratio, rho = mass density (g/cm3),
# n_si = Si atoms per cm3, n_bond = Si-Si bonds per cm3, n_trap = traps per cm3.
import numpy as np
from collections import Counter
from scipy import constants as const
from scipy.optimize import brentq

M_SI, M_N = 28.085, 14.007          # molar masses, g/mol
rng = np.random.default_rng(7)


def bonds_per_si(x):
    return (4 - 3 * x) / 2


def si_density(x, rho):
    return rho * const.N_A / (M_SI + x * M_N)


def bond_density(x, rho):
    return bonds_per_si(x) * si_density(x, rho)


def supercell(frac, species, lattice, reps):
    """Repeat a unit cell; return fractional positions, species, lattice."""
    shifts = np.array([[i, j, k] for i in range(reps[0])
                       for j in range(reps[1]) for k in range(reps[2])])
    pos = (shifts[:, None, :] + frac[None, :, :]).reshape(-1, 3) / reps
    return pos, np.tile(species, len(shifts)), lattice * np.array(reps)[:, None]


def find_bonds(pos, lattice, cutoff):
    """All atom pairs closer than cutoff (angstrom), periodic boundaries."""
    diff = pos[:, None, :] - pos[None, :, :]
    diff -= np.round(diff)
    dist = np.linalg.norm(diff @ lattice, axis=2)
    i, j = np.where(np.triu(dist < cutoff, k=1))
    return list(zip(i.tolist(), j.tolist()))


def count_types(bonds, species):
    return Counter("-".join(sorted((str(species[i]), str(species[j]))))
                   for i, j in bonds)


# --- Test 1: diamond silicon, bonds found from coordinates (x = 0)
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
diamond = np.vstack([fcc, fcc + 0.25])
pos, spec, lat = supercell(diamond, np.array(["Si"] * 8),
                           5.43 * np.eye(3), (2, 2, 2))
diamond_b = count_types(find_bonds(pos, lat, 2.5), spec)["Si-Si"] / len(spec)
assert abs(diamond_b - bonds_per_si(0)) < 1e-12


# --- Test 2: beta-Si3N4, bonds found from coordinates (x = 4/3)
def sixfold(u, v):
    return [[u, v, .25], [-v, u - v, .25], [v - u, -u, .25],
            [-u, -v, .75], [v, v - u, .75], [u - v, u, .75]]


frac = np.array(sixfold(0.1733, 0.7694) + sixfold(0.3323, 0.0314)
                + [[1 / 3, 2 / 3, .25], [2 / 3, 1 / 3, .75]])
a_hex, c_hex = 7.60, 2.91           # angstrom, rounded cell lengths
hexagonal = np.array([[a_hex, 0, 0],
                      [-a_hex / 2, a_hex * np.sqrt(3) / 2, 0], [0, 0, c_hex]])
pos, spec, lat = supercell(frac, np.array(["Si"] * 6 + ["N"] * 8),
                           hexagonal, (3, 3, 5))
crystal_bonds = find_bonds(pos, lat, 2.5)
degree = np.bincount(np.array(crystal_bonds).ravel(), minlength=len(spec))
assert np.all(degree[spec == "Si"] == 4) and np.all(degree[spec == "N"] == 3)
crystal_types = count_types(crystal_bonds, spec)
assert crystal_types["Si-Si"] == 0 and crystal_types["N-N"] == 0
assert abs(bonds_per_si(4 / 3)) < 1e-12

# --- Test 3: remove a tenth of the N atoms and join the freed Si ends in pairs
nitrogen = np.where(spec == "N")[0]
removed = set(rng.choice(nitrogen, len(nitrogen) // 10, replace=False).tolist())
kept_bonds, free_ends = [], []
for i, j in crystal_bonds:
    if i in removed:
        free_ends.append(j)
    elif j in removed:
        free_ends.append(i)
    else:
        kept_bonds.append((i, j))
for attempt in range(10000):
    ends = rng.permutation(free_ends).reshape(-1, 2)
    pairs = {tuple(sorted(p)) for p in ends.tolist() if p[0] != p[1]}
    if len(pairs) == len(ends):     # no atom bonded to itself, no double bond
        break
else:
    raise RuntimeError("no valid pairing found")
network = kept_bonds + sorted(pairs)
degree = np.bincount(np.array(network).ravel(), minlength=len(spec))
alive = np.array([k not in removed for k in range(len(spec))])
assert np.all(degree[spec == "Si"] == 4)
assert np.all(degree[(spec == "N") & alive] == 3)
net_types = count_types(network, spec)
net_si = int(np.sum(spec == "Si"))
net_n = int(np.sum((spec == "N") & alive))
net_x = net_n / net_si
net_b = net_types["Si-Si"] / net_si
assert net_types["N-N"] == 0 and abs(net_x - 1.2) < 1e-12
assert abs(net_b - bonds_per_si(net_x)) < 1e-12
# the same count per volume, against the density formula
volume_cm3 = abs(np.linalg.det(lat)) * 1e-24
net_rho = (net_si * M_SI + net_n * M_N) / const.N_A / volume_cm3
net_bond_density = net_types["Si-Si"] / volume_cm3
assert abs(net_bond_density / bond_density(net_x, net_rho) - 1) < 1e-10

# --- Test 4: general balance on a random network with N-N, H and dangling ends
r_si, r_n, r_h = 400, 480, 150
r_spec = np.array(["Si"] * r_si + ["N"] * r_n + ["H"] * r_h)
valence = np.array([4] * r_si + [3] * r_n + [1] * r_h)
ends = rng.permutation(np.repeat(np.arange(len(r_spec)), valence))
dangling = ends[:100].tolist()
r_bonds = set()
for i, j in ends[100:].reshape(-1, 2).tolist():
    pair = (min(i, j), max(i, j))
    if i == j or pair in r_bonds:
        dangling += [i, j]
    else:
        r_bonds.add(pair)
r_types = count_types(r_bonds, r_spec)
r_dang = Counter(str(r_spec[k]) for k in dangling)
balance = (4 * r_si - 3 * r_n - r_types["H-Si"] - r_dang["Si"]
           + r_types["H-N"] + r_dang["N"]) / 2 + r_types["N-N"]
assert r_types["N-N"] > 0 and r_types["H-Si"] > 0 and r_dang["Si"] > 0
assert r_types["Si-Si"] == balance

# --- Worked example: silicon-rich trapping layer, rough typical values
x, rho, n_trap = 1.2, 2.9, 1e19
n_si = si_density(x, rho)
n_bond = bond_density(x, rho)
ratio = n_bond / n_trap
assert ratio > 100
spacing_bond = n_bond ** (-1 / 3) * 1e7     # nm
spacing_trap = n_trap ** (-1 / 3) * 1e7     # nm

# composition at which bond density equals trap density
x_equal = brentq(lambda y: bond_density(y, rho) - n_trap, 1.0, 4 / 3,
                 xtol=1e-14)
gap = 4 / 3 - x_equal
gap_estimate = 2 * n_trap / (3 * si_density(4 / 3, rho))
assert abs(gap / gap_estimate - 1) < 1e-3   # leading order in the small gap

# hydrogen, at fixed Si and N densities
n_h = 2e21
bond_h_on_si = n_bond - n_h / 2
bond_h_on_n = n_bond + n_h / 2
h_needed = 2 * (n_bond - n_trap)
h_needed_percent = 100 * h_needed / (n_si * (1 + x) + h_needed)
x_low, rho_low = 1.22, 2.6
worst = bond_density(x_low, rho_low) - n_h / 2
assert worst / n_trap > 100

# electrostatic limit on stored charge
thickness_nm, eps_r, breakdown = 6.0, 7.5, 10.0     # nm, 1, MV/cm
eps = eps_r * const.epsilon_0


def face_field(n_cm3):
    """Field (MV/cm) at the face through which all field lines leave."""
    return const.e * n_cm3 * 1e6 * thickness_nm * 1e-9 / eps / 1e8


# finite-difference Poisson solution: zero potential at one face,
# zero field at the other
points = 200
h = thickness_nm * 1e-9 / points
matrix = (np.diag(-2 * np.ones(points)) + np.diag(np.ones(points - 1), 1)
          + np.diag(np.ones(points - 1), -1))
matrix[-1, -2] = 2
source = -const.e * n_trap * 1e6 / eps * h**2 * np.ones(points)
phi = np.linalg.solve(matrix, source)
field_numeric = (4 * phi[0] - phi[1]) / (2 * h) / 1e8
assert abs(field_numeric / face_field(n_trap) - 1) < 1e-6
charge_cap = breakdown / face_field(1.0)
assert n_trap < charge_cap < n_bond

print("COUNTS FROM EXPLICIT STRUCTURES")
print(f"diamond Si: Si-Si bonds per Si atom = {diamond_b:.3f}")
print(f"beta-Si3N4 supercell: Si atoms = {net_si}, N atoms = {len(nitrogen)}")
print(f"beta-Si3N4 supercell: Si-N bonds = {crystal_types['N-Si']}, "
      f"Si-Si bonds = {crystal_types['Si-Si']}")
print(f"N atoms removed = {len(removed)}, free Si ends = {len(free_ends)}")
print(f"after joining: x = {net_x:.3f}, Si-N bonds = {net_types['N-Si']}, "
      f"Si-Si bonds = {net_types['Si-Si']}")
print(f"after joining: Si-Si bonds per Si atom = {net_b:.3f}")
print(f"random network: Si-Si counted = {r_types['Si-Si']}, "
      f"from balance = {balance:.0f}")
print("WORKED EXAMPLE")
print(f"x = {x}, mass density = {rho} g/cm3, trap density = {n_trap:.1e} cm^-3")
print(f"molar masses: Si = {M_SI} g/mol, N = {M_N} g/mol")
print(f"mass per mole of SiNx units = {M_SI + x * M_N:.3f} g/mol")
print(f"Avogadro constant = {const.N_A:.4e} mol^-1")
print(f"Si-Si bonds per Si atom (formula) = {bonds_per_si(x):.3f}")
print(f"Si-N bonds per Si atom = {3 * x:.3f}")
print(f"share of Si-Si among all bonds = "
      f"{100 * bonds_per_si(x) / (bonds_per_si(x) + 3 * x):.2f} %")
print(f"Si atom density = {n_si:.3e} cm^-3")
print(f"Si-Si bond density = {n_bond:.3e} cm^-3 = {n_bond * 1e-21:.2f} nm^-3")
print(f"Si-Si bonds per trap = {ratio:.0f}")
print(f"traps per Si-Si bond = {100 / ratio:.3f} %")
print(f"mean spacing: bonds = {spacing_bond:.2f} nm, traps = {spacing_trap:.2f} nm")
print(f"4/3 - x for equal densities = {gap:.2e} (estimate {gap_estimate:.2e})")
print("NEGLECTED EFFECTS")
print(f"hydrogen density (rough) = {n_h:.1e} cm^-3")
print(f"Si-Si bond density, all H on Si = {bond_h_on_si:.2e} cm^-3")
print(f"Si-Si bond density, all H on N = {bond_h_on_n:.2e} cm^-3")
print(f"H on Si needed to reach trap density = {h_needed:.2e} cm^-3 "
      f"= {h_needed_percent:.1f} at.%")
print(f"pessimistic case: x = {x_low}, density = {rho_low} g/cm3, all H on Si")
print(f"pessimistic Si-Si bond density = {worst:.2e} cm^-3, "
      f"per trap = {worst / n_trap:.0f}")
print(f"layer = {thickness_nm} nm, relative permittivity = {eps_r}, "
      f"breakdown = {breakdown} MV/cm")
print(f"face field, every trap charged = {face_field(n_trap):.2f} MV/cm")
print(f"face field, every Si-Si bond charged = {face_field(n_bond):.0f} MV/cm")
print(f"stored density at breakdown = {charge_cap:.1e} cm^-3")
print("no test failed")
```

Running it gives:

```
COUNTS FROM EXPLICIT STRUCTURES
diamond Si: Si-Si bonds per Si atom = 2.000
beta-Si3N4 supercell: Si atoms = 270, N atoms = 360
beta-Si3N4 supercell: Si-N bonds = 1080, Si-Si bonds = 0
N atoms removed = 36, free Si ends = 108
after joining: x = 1.200, Si-N bonds = 972, Si-Si bonds = 54
after joining: Si-Si bonds per Si atom = 0.200
random network: Si-Si counted = 385, from balance = 385
WORKED EXAMPLE
x = 1.2, mass density = 2.9 g/cm3, trap density = 1.0e+19 cm^-3
molar masses: Si = 28.085 g/mol, N = 14.007 g/mol
mass per mole of SiNx units = 44.893 g/mol
Avogadro constant = 6.0221e+23 mol^-1
Si-Si bonds per Si atom (formula) = 0.200
Si-N bonds per Si atom = 3.600
share of Si-Si among all bonds = 5.26 %
Si atom density = 3.890e+22 cm^-3
Si-Si bond density = 7.780e+21 cm^-3 = 7.78 nm^-3
Si-Si bonds per trap = 778
traps per Si-Si bond = 0.129 %
mean spacing: bonds = 0.50 nm, traps = 4.64 nm
4/3 - x for equal densities = 1.78e-04 (estimate 1.79e-04)
NEGLECTED EFFECTS
hydrogen density (rough) = 2.0e+21 cm^-3
Si-Si bond density, all H on Si = 6.78e+21 cm^-3
Si-Si bond density, all H on N = 8.78e+21 cm^-3
H on Si needed to reach trap density = 1.55e+22 cm^-3 = 15.4 at.%
pessimistic case: x = 1.22, density = 2.6 g/cm3, all H on Si
pessimistic Si-Si bond density = 4.89e+21 cm^-3, per trap = 489
layer = 6.0 nm, relative permittivity = 7.5, breakdown = 10.0 MV/cm
face field, every trap charged = 1.45 MV/cm
face field, every Si-Si bond charged = 1126 MV/cm
stored density at breakdown = 6.9e+19 cm^-3
no test failed
```
